# Helium with one variational exponent: finding the best screened product: a program that tests the result

```python
# Result under test: for a two-electron atom with fixed nuclear charge Z, the
# trial function exp(-zeta*(r1+r2)) has its lowest mean energy at
# zeta = Z - 5/16, where E = -(Z - 5/16)**2 (hartree atomic units).
# r1, r2: electron-nucleus distances in bohr; zeta: orbital exponent in 1/bohr.
# The reference energies are obtained by quadrature from the definitions.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOX = 20.0  # radial cutoff in bohr


def unit_gauss(n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return 0.5 * (nodes + 1.0), 0.5 * weights


u, wu = unit_gauss(60)
t, wt = unit_gauss(40)
r_grid, r_weight = BOX * u, BOX * wu

# Kinetic operator applied to the orbital in Cartesian coordinates
x, y, z, a = sp.symbols("x y z a", positive=True)
orbital_sym = sp.exp(-a * sp.sqrt(x**2 + y**2 + z**2))
kinetic_sym = -sum(sp.diff(orbital_sym, q, 2) for q in (x, y, z)) / 2
kinetic_cartesian = sp.lambdify((x, y, z, a), kinetic_sym, "numpy")


def kinetic_on_orbital(r, zeta):
    # evaluated along the direction (1, 2, 2)/3
    value = kinetic_cartesian(r / 3, 2 * r / 3, 2 * r / 3, zeta)
    return np.sqrt(zeta**3 / np.pi) * value


def orbital(r, zeta):
    return np.sqrt(zeta**3 / np.pi) * np.exp(-zeta * r)


def cloud_potential(r, zeta):
    # Integral of density/distance with the origin at the field point.
    # d: distance from field point; cosine of the angle = -1 + 2*t**2.
    r = np.asarray(r, dtype=float)[:, None]
    d = np.concatenate([r * u, r + BOX * u], axis=1)
    wd = np.concatenate([r * wu, 0 * r + BOX * wu], axis=1)
    from_nucleus = np.sqrt((d - r)[:, :, None]**2
                           + 4 * (r * d)[:, :, None] * t**2)
    density = orbital(from_nucleus, zeta)**2
    angular = np.sum(density * 4 * t * wt, axis=2)
    return 2 * np.pi * np.sum(d * wd * angular, axis=1)


def energy_parts(zeta, charge):
    shell = 4 * np.pi * r_grid**2 * r_weight
    phi = orbital(r_grid, zeta)
    kinetic = 2 * np.sum(shell * phi * kinetic_on_orbital(r_grid, zeta))
    attraction = -2 * charge * np.sum(shell * phi**2 / r_grid)
    repulsion = np.sum(shell * phi**2 * cloud_potential(r_grid, zeta))
    return np.array([kinetic, attraction, repulsion])


# Normalisation, kinetic identity and cloud potential
for zeta in (0.9, 1.7, 2.4):
    norm = np.sum(4 * np.pi * r_grid**2 * r_weight * orbital(r_grid, zeta)**2)
    assert abs(norm - 1) < 1e-9
    r = np.array([0.3, 1.0, 3.0])
    local = (-zeta**2 / 2 + zeta / r) * orbital(r, zeta)
    assert np.allclose(kinetic_on_orbital(r, zeta), local, atol=1e-10)
    closed = 1 / r - np.exp(-2 * zeta * r) * (zeta + 1 / r)
    assert np.allclose(cloud_potential(r, zeta), closed, rtol=0, atol=1e-6)
    expected = np.array([zeta**2, -4 * zeta, 5 * zeta / 8])
    assert np.allclose(energy_parts(zeta, 2), expected, rtol=0, atol=2e-6)

# Angular average of 1/r12 by direct quadrature over the cosine
cosine, wc = np.polynomial.legendre.leggauss(200)
for ra, rb in ((0.5, 1.3), (2.0, 0.7)):
    average = 0.5 * np.sum(wc / np.sqrt(ra**2 + rb**2 - 2*ra*rb*cosine))
    assert abs(average - 1 / max(ra, rb)) < 1e-10

# Numerical minimisation of the quadrature energy
minima = {}
for charge in (1, 2, 3):
    found = minimize_scalar(lambda s: energy_parts(s, charge).sum(),
                            bounds=(0.4, charge + 1.0), method="bounded",
                            options={"xatol": 1e-8})
    minima[charge] = (found.x, found.fun)
    assert abs(found.x - (charge - 5 / 16)) < 1e-5
    assert abs(found.fun + (charge - 5 / 16)**2) < 2e-6

# Helium example
Z = 2
zeta_best = Z - 5 / 16
E_best = -zeta_best**2
parts = energy_parts(zeta_best, Z)
virial = 2 * parts[0] + parts[1] + parts[2]
assert abs(virial) < 5e-6
E_unscreened = energy_parts(float(Z), Z).sum()
assert abs(E_unscreened - E_best - (5 / 16)**2) < 3e-6
ionisation = -Z**2 / 2 - E_best

# Full two-electron diagonalisation in products of Gaussian basis functions
mol = gto.M(atom="He 0 0 0", basis="cc-pvqz", verbose=0)
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
n = S.shape[0]
pair = mol.intor("int2e").reshape(n, n, n, n).transpose(0, 2, 1, 3)
H2 = np.kron(h, S) + np.kron(S, h) + pair.reshape(n * n, n * n)
E_full = eigh(H2, np.kron(S, S), eigvals_only=True,
              subset_by_index=[0, 0])[0]
assert E_full < E_best < E_unscreened
assert minima[1][1] > -0.5

print(f"Nuclear charge Z of helium: {Z}")
print(f"Screening 5/16: {5/16:.4f}")
print(f"Best exponent, formula: {zeta_best:.4f} 1/bohr")
print(f"Best exponent, numerical minimum: {minima[2][0]:.5f} 1/bohr")
print(f"Kinetic energy at minimum: {parts[0]:.5f} hartree")
print(f"Nuclear attraction at minimum: {parts[1]:.5f} hartree")
print(f"Electron repulsion at minimum: {parts[2]:.5f} hartree")
print(f"2<T> + <V> at minimum, size: {abs(virial):.1e} hartree")
print(f"Minimum energy, formula: {E_best:.8f} hartree")
print(f"Minimum energy, numerical: {minima[2][1]:.5f} hartree")
print(f"Minimum energy, converted: {E_best*HARTREE_EV:.3f} eV")
print(f"Energy at exponent 2 (unscreened): {E_unscreened:.5f} hartree")
print(f"Lowering by screening: {E_unscreened-E_best:.5f} hartree")
print(f"He+ energy, -Z^2/2: {-Z**2/2:.4f} hartree")
print(f"Ionisation energy, lower bound: {ionisation:.5f} hartree")
print(f"Ionisation energy, converted: {ionisation*HARTREE_EV:.3f} eV")
print(f"Basis functions in cc-pVQZ: {n}")
print(f"Full diagonalisation, cc-pVQZ: {E_full:.5f} hartree")
print(f"Screened product lies above it by: {E_best-E_full:.5f} hartree")
for charge in (1, 3):
    s_min, e_min = minima[charge]
    print(f"Z={charge}: numerical best exponent: {s_min:.5f} 1/bohr")
    print(f"Z={charge}: numerical minimum energy: {e_min:.5f} hartree")
    print(f"Z={charge}: formula energy: {-(charge-5/16)**2:.5f} hartree")
print("success")
```

Printed output:

```
Nuclear charge Z of helium: 2
Screening 5/16: 0.3125
Best exponent, formula: 1.6875 1/bohr
Best exponent, numerical minimum: 1.68750 1/bohr
Kinetic energy at minimum: 2.84766 hartree
Nuclear attraction at minimum: -6.75000 hartree
Electron repulsion at minimum: 1.05469 hartree
2<T> + <V> at minimum, size: 1.3e-10 hartree
Minimum energy, formula: -2.84765625 hartree
Minimum energy, numerical: -2.84766 hartree
Minimum energy, converted: -77.489 eV
Energy at exponent 2 (unscreened): -2.75000 hartree
Lowering by screening: 0.09766 hartree
He+ energy, -Z^2/2: -2.0000 hartree
Ionisation energy, lower bound: 0.84766 hartree
Ionisation energy, converted: 23.066 eV
Basis functions in cc-pVQZ: 30
Full diagonalisation, cc-pVQZ: -2.90241 hartree
Screened product lies above it by: 0.05475 hartree
Z=1: numerical best exponent: 0.68750 1/bohr
Z=1: numerical minimum energy: -0.47266 hartree
Z=1: formula energy: -0.47266 hartree
Z=3: numerical best exponent: 2.68750 1/bohr
Z=3: numerical minimum energy: -7.22266 hartree
Z=3: formula energy: -7.22266 hartree
success
```
